\section*{Langmuir-McLean and Fowler-Guggenheim segregation isotherms and the threshold for a coverage jump}

\section{Definitions and conventions}

A crystal of solvent A contains solute B and an interface, for example a grain boundary. The interface offers one layer of $N$ equivalent substitutional sites, of which $n$ hold B and the rest hold A. The coverage is $\theta=n/N$. The bulk has $M$ sites, of which a fraction $x$ holds B.

The segregation energy $\Delta E$ is the energy change when one isolated solute atom moves from the bulk to the interface, trading places with an A atom. Segregation is favoured when $\Delta E<0$. Each interface site has $z$ neighbours within the layer, and the bond energies are $e_{AA}$, $e_{AB}$ and $e_{BB}$. The effective solute-solute attraction and its sum over neighbours are
\begin{equation}
v=2e_{AB}-e_{AA}-e_{BB},\qquad W=zv .
\end{equation}
Replacing two AB bonds by one AA and one BB bond lowers the energy by $v$. A strongly negative $e_{BB}$ is therefore not enough for attraction: what counts is its value relative to the bonds it replaces.

The assumptions are as follows.

(i) The bulk is an ideal solution, large enough that filling the layer does not change $x$ appreciably. This requires $Mx(1-x)\gg N$.

(ii) Solute atoms in the layer interact with each other through nearest-neighbour bonds, with $v\ge 0$. Their interaction with solute in adjacent layers is neglected, which is reasonable when those layers are dilute.

(iii) Lateral interactions are treated in mean field: the trial states have statistically independent site occupancies.

Energies are in eV and $k$ is Boltzmann's constant. If moving a solute atom from the bulk to the interface also changes the vibrational free energy, by an amount that does not depend on how the neighbouring sites are occupied, $\Delta E$ is replaced by the corresponding free energy and nothing else changes.

\section{The theorem}

\paragraph{Theorem.} Under these assumptions:

(a) If $v=0$, the coverage obeys the Langmuir-McLean isotherm
\begin{equation}
\frac{\theta}{1-\theta}=\frac{x}{1-x}\,e^{-\Delta E/kT}. \label{lm}
\end{equation}

(b) If $v>0$, it obeys the Fowler-Guggenheim isotherm
\begin{equation}
\frac{\theta}{1-\theta}=\frac{x}{1-x}\,e^{-(\Delta E-W\theta)/kT}. \label{fg}
\end{equation}

(c) The equilibrium coverage is a continuous function of $x$ if $W\le 4kT$. If
\begin{equation}
W>4kT,\qquad\text{that is}\qquad v>\frac{4kT}{z}, \label{thr}
\end{equation}
it jumps at the bulk composition $x^*$ given by
\begin{equation}
\frac{x^*}{1-x^*}=e^{(\Delta E-W/2)/kT}. \label{xs}
\end{equation}
The jump has size $m$, the positive solution of $m=\tanh(Wm/4kT)$, and leads from $\theta_-=(1-m)/2$ to $\theta_+=(1+m)/2$.

\section{Independent sites: proof of (a)}

Let the bulk hold $m_b=Mx$ solute atoms, with $n+m_b$ fixed. Apart from a constant, the free energy is
\begin{equation}
F=n\,\Delta E-kT\ln\binom{N}{n}-kT\ln\binom{M}{m_b}.
\end{equation}
For large numbers, Stirling's formula $\ln N!\simeq N\ln N-N$ gives
\begin{equation}
\frac{\partial}{\partial n}\ln\binom{N}{n}=-\ln n+\ln(N-n)=-\ln\frac{\theta}{1-\theta},
\end{equation}
and likewise for the bulk. Since $dm_b/dn=-1$, the bulk term enters with the opposite sign:
\begin{equation}
\frac{dF}{dn}=\Delta E+kT\ln\frac{\theta}{1-\theta}-kT\ln\frac{x}{1-x}=0 .
\end{equation}
Exponentiating gives (\ref{lm}). The second derivative, $kT/[N\theta(1-\theta)]+kT/[Mx(1-x)]$, is positive, so this is the minimum. $\square$

For $\theta\ll1$ and $x\ll1$ the isotherm reduces to $\theta\simeq x\,e^{-\Delta E/kT}$, proportional to the bulk content. At larger $x$ the coverage saturates because each site holds at most one solute atom.

The bulk enters through its exchange potential,
\begin{equation}
\mu=kT\ln\frac{x}{1-x}, \label{mu}
\end{equation}
the derivative of the bulk free energy with respect to its number of solute atoms. By assumption (i), taking $n$ atoms from the bulk changes its free energy by $-\mu n$ with $\mu$ fixed. The interface therefore minimizes its own free energy minus $\mu n$.

\section{Lateral attraction: proof of (b)}

\paragraph{Lemma 1.} The energy of any arrangement in the layer is, up to a constant, $n\,\Delta E-vN_{BB}$, where $N_{BB}$ is the number of BB bonds.

\emph{Proof.} Counting the bond ends on B sites and on A sites gives
\begin{equation}
zn=2N_{BB}+N_{AB},\qquad z(N-n)=2N_{AA}+N_{AB}. \label{count}
\end{equation}
Hence $N_{AB}=zn-2N_{BB}$ and $N_{AA}=zN/2-zn+N_{BB}$. The bond energy becomes
\begin{align}
E&=e_{AA}N_{AA}+e_{AB}N_{AB}+e_{BB}N_{BB}\nonumber\\
&=\tfrac12 zN e_{AA}+zn(e_{AB}-e_{AA})+(e_{AA}+e_{BB}-2e_{AB})N_{BB}.
\end{align}
The last bracket is $-v$. The remaining terms are a constant and a term linear in $n$. Bonds to A atoms outside the layer, and the energy of removing solute from the dilute bulk, are also linear in $n$. For $n=1$ there are no BB bonds, so the total linear coefficient is the energy of moving one isolated solute atom, which is $\Delta E$. $\square$

\paragraph{Lemma 2.} With independent occupancies of equal probability $\theta$, the grand potential per site is
\begin{equation}
\Omega(\theta)=(\Delta E-\mu)\theta-\tfrac12W\theta^2+kT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right]. \label{om}
\end{equation}
Its minimum is an upper bound to the grand potential per site of the interacting layer, and unequal occupancies do not lower it.

\emph{Proof.} The layer has $zN/2$ bonds, and each is a BB bond with probability $\theta^2$. Thus $\langle N_{BB}\rangle=zN\theta^2/2$, and Lemma 1 gives the energy terms. The last term is $-T$ times the entropy of one site.

For the bound, let $p_s$ be any trial probabilities and $q_s$ the Boltzmann probabilities of the layer. The trial grand potential exceeds the true one by $kT\sum_s p_s\ln(p_s/q_s)$. Because $-\ln y\ge1-y$,
\begin{equation}
\sum_s p_s\ln\frac{p_s}{q_s}\ \ge\ \sum_s p_s\left(1-\frac{q_s}{p_s}\right)=1-1=0 .
\end{equation}
If the sites have different occupancies $\theta_i$, each bond contributes $-v\theta_i\theta_j\ge-\frac12v(\theta_i^2+\theta_j^2)$, since $v\ge0$. Each site belongs to $z$ bonds, so these terms sum to at least $-\frac12W\sum_i\theta_i^2$. The trial grand potential is then at least $\sum_i\Omega(\theta_i)\ge N\min\Omega$. $\square$

Differentiating (\ref{om}) gives
\begin{equation}
\Omega'(\theta)=\Delta E-\mu-W\theta+kT\ln\frac{\theta}{1-\theta}. \label{d1}
\end{equation}
This tends to $-\infty$ as $\theta\to0$ and to $+\infty$ as $\theta\to1$, so the minimum lies inside the interval and satisfies $\Omega'=0$. Inserting (\ref{mu}) and exponentiating gives (\ref{fg}). $\square$

Each solute atom already present makes the layer more attractive to the next one: the effective segregation energy is $\Delta E-W\theta$. This feedback makes a jump possible.

\section{The threshold and the jump: proof of (c)}

The second derivative is
\begin{equation}
\Omega''(\theta)=\frac{kT}{\theta(1-\theta)}-W\ \ge\ 4kT-W, \label{d2}
\end{equation}
because $\theta(1-\theta)\le\frac14$, with equality at $\theta=\frac12$. The first term is the resistance of the mixing entropy to a change of coverage, weakest at half coverage. The second is the attraction that promotes the change.

\paragraph{Case $W\le4kT$.} For $W<4kT$ the derivative $\Omega'$ rises strictly. For $W=4kT$ it still rises strictly, since $\Omega''$ vanishes at the single point $\theta=\frac12$. In both cases $\Omega'=0$ has one solution, which varies continuously with $\mu$ and hence with $x$. Differentiating $\Omega'=0$ with respect to $\mu$ gives $d\theta/d\mu=1/\Omega''$. For $W<4kT$ the slope at half coverage is therefore
\begin{equation}
\frac{d\theta}{d\ln[x/(1-x)]}=\frac{kT}{\Omega''(1/2)}=\frac{1}{4-W/kT}. \label{slope}
\end{equation}
It grows without bound as $W$ approaches $4kT$.

\paragraph{Case $W>4kT$.} Since $\theta^2-(1-\theta)^2=2\theta-1$ and the entropy term is symmetric,
\begin{equation}
\Omega(\theta)-\Omega(1-\theta)=(2\theta-1)(\mu^*-\mu),\qquad \mu^*=\Delta E-\tfrac12W. \label{sym}
\end{equation}
At $\mu=\mu^*$ the function is symmetric about $\theta=\frac12$, so $\Omega'(\frac12)=0$. By (\ref{d2}), $\Omega''$ is negative at $\theta=\frac12$ and rises steadily to $+\infty$ as $\theta\to1$. Hence $\Omega'$ first falls from zero and then rises, crossing zero once, at some $\theta_+>\frac12$ where $\Omega''>0$. By symmetry there is an equally deep minimum at $\theta_-=1-\theta_+$.

Now let $\mu>\mu^*$. For $\theta<\frac12$ the right side of (\ref{sym}) is positive, so $1-\theta$ is the better coverage. At $\theta=\frac12$, $\Omega'=\mu^*-\mu<0$, so this is not a minimum either. Raising $\mu$ lowers $\Omega'$ uniformly by $\mu-\mu^*$. On $\theta>\frac12$ its value at $\mu^*$ was negative below $\theta_+$ and rose steadily from zero to $+\infty$ above it. The new zero therefore lies above $\theta_+$, is unique on this side, and tends to $\theta_+$ as $\mu\to\mu^*$. For $\mu<\mu^*$ the mirror image holds and the coverage tends to $\theta_-$. The equilibrium coverage thus jumps at $\mu^*$, and (\ref{mu}) turns this into (\ref{xs}).

For the size, put $\theta=(1+m)/2$ and $\mu=\mu^*$ in $\Omega'=0$:
\begin{equation}
\tfrac12W-\tfrac12W(1+m)+kT\ln\frac{1+m}{1-m}=0 .
\end{equation}
The logarithm equals $2\,\mathrm{artanh}\,m$, so $\mathrm{artanh}\,m=Wm/4kT$. The jump is $\theta_+-\theta_-=m$. $\square$

The position $\mu^*$ has a direct meaning. A full layer has $z/2$ BB bonds per solute atom, because each bond is shared by two, so its energy per atom is $\Delta E-W/2$. The jump occurs when the bulk exchange potential equals this energy.

Just above threshold $m$ is small and $\mathrm{artanh}\,m\simeq m+m^3/3$. Then $1+m^2/3\simeq W/4kT$, and
\begin{equation}
m\simeq\sqrt{3\left(\frac{W}{4kT}-1\right)} .
\end{equation}
The jump opens continuously from zero.

\section{Remarks on validity}

\paragraph{Hysteresis.} For $W>4kT$ the less stable minimum survives for a range of $x$ as a metastable state. It disappears where $\Omega''=0$, that is where $\theta(1-\theta)=kT/W$:
\begin{equation}
\theta=\tfrac12\left[1\mp\sqrt{1-4kT/W}\right]. \label{fold}
\end{equation}
The upper sign ends the low-coverage branch on increasing $x$, the lower sign the high-coverage branch on decreasing $x$. These are mean-field limits; nucleation of patches of the other state can end a branch sooner.

\paragraph{Precipitation in the bulk.} If solute atoms attract each other at the interface, they may also do so in the bulk. Give the bulk the same mean-field treatment, with $z_b$ neighbours and $W_b=z_bv$. Its exchange potential is
\begin{equation}
\mu=kT\ln\frac{x}{1-x}-W_bx. \label{reg}
\end{equation}
The derivation for the interface used $\mu$ alone, so the threshold on $W$ and the value of $\mu^*$ stand. In a stable bulk $\mu$ rises with $x$, so the jump of the coverage at $\mu^*$ occurs at a single composition $x$. However, for $W_b>4kT$ the bulk itself separates. The argument above, with $\Delta E=0$ and $W$ replaced by $W_b$, puts this at $\mu=-W_b/2$. The interface jump comes first if $\Delta E-W/2<-W_b/2$, that is
\begin{equation}
\Delta E<-\tfrac12(W_b-W). \label{pre}
\end{equation}
Segregation must compensate for the bonds a solute atom lacks in the layer compared with a solute-rich bulk phase. Otherwise, within this model, the solute precipitates before the jump is reached. The criterion inherits assumption (ii), which is weakest here: at the solubility limit the layers next to a covered interface are themselves close to filling. For the parameters of the example below, a mean-field stack of close-packed layers with three neighbours in each adjacent layer moves the limit from $-0.180$ to about $-0.175$ eV.

\paragraph{Correlations.} Attracting solute atoms cluster, which independent occupancies ignore. This changes the threshold but not the symmetry. Equation (\ref{count}) gives $N_{BB}-N_{AA}=z(2n-N)/2$. Exchanging all A and B atoms in the layer therefore leaves the energy minus $\mu n$ unchanged, up to a constant, when $\mu=\mu^*$. A single jump must lie at this symmetric point with or without mean field.

For the triangular layer, $z=6$, mean field gives the threshold $v/kT=4/6\simeq0.667$. The known closed form for this lattice, quoted here without derivation, is $v/kT=\ln3\simeq1.099$. A numerical estimate supports it. On an infinitely long strip of width $L$ sites, periodic across its width and held at $\mu=\mu^*$, with lengths along the strip counted in rows, the two largest transfer-matrix eigenvalues $\lambda_0>\lambda_1$ give $L\ln(\lambda_0/\lambda_1)$, the width divided by the correlation length. For weak attraction the correlation length tends to a finite value, so this ratio grows with $L$. When two coverages coexist, the correlation length is set by the walls that cross the strip. Each wall reverses the coverage, so for walls placed at random with mean spacing $d$ the correlation over a distance $r$ decays as $e^{-2r/d}$ and the correlation length is $d/2$. Such a wall costs a free energy proportional to $L$, so $d$ grows exponentially and the ratio falls with $L$. The threshold is estimated as the point between these regimes, where the ratio is the same for two widths. Widths 5 and 6 agree at $v/kT=1.098$. Mean field thus predicts a jump at attractions too weak to produce one.

\section{A worked example}

Take round model parameters: a triangular layer, $z=6$, in a bulk with $z_b=12$, at $T=600$ K, with $\Delta E=-0.25$ eV and $v=0.06$ eV. Then $kT=0.0517$ eV and $W=6\times0.06=0.36$ eV. The mean-field threshold is $4kT=0.207$ eV, or $19.95$ kJ/mol, equivalent to $v=0.0345$ eV. With $W/kT=6.96$ the coverage jumps. For an ideal bulk, (\ref{xs}) gives
\begin{equation}
\frac{x^*}{1-x^*}=\exp\left(\frac{-0.25-0.18}{0.0517}\right),\qquad x^*\simeq2.44\times10^{-4}.
\end{equation}
The equation $m=\tanh(1.74\,m)$ has the solution $m=0.92$, so the coverage goes from $0.04$ to $0.96$.

At $x=0.1\,x^*$ both isotherms give $\theta=0.0031$, because there are too few solute atoms in the layer for the attraction to matter. At $x=0.99\,x^*$ the coverage is $0.030$ without attraction and $0.038$ with it. At $x=1.01\,x^*$ the values are $0.030$ and $0.962$.

From (\ref{fold}), the metastable branches end at $\theta=0.17$ and $0.83$. The corresponding bulk compositions are $5.0\times10^{-4}$ and $1.2\times10^{-4}$, about a factor of two on either side of $x^*$.

In the bulk $W_b=12\times0.06=0.72$ eV, so (\ref{pre}) requires $\Delta E<-(0.72-0.36)/2=-0.18$ eV, which holds. The bulk solubility is $9.6\times10^{-4}$, above $x^*$. Using (\ref{reg}) instead of an ideal bulk moves the jump only to $2.45\times10^{-4}$. This value still rests on assumption (ii). Attraction to solute in the adjacent layers would favour the covered state and move the jump the other way, to lower $x$, to about $2.42\times10^{-4}$ in a mean-field stack of close-packed layers with three neighbours in each adjacent layer. The last digit therefore carries no weight outside the model.

If $v$ does not depend on temperature, mean field lets the jump persist up to $W/4k=1044$ K. The correlated threshold gives $v/(k\ln3)=634$ K. The example, with $v/kT=1.16$, still has a jump at 600 K when correlations are included, but it lies close to the threshold. The coverages quoted above are mean-field values and overstate the jump. Strips of width 6, 8 and 10 give jumps of $0.86$, $0.85$ and $0.84$, falling towards the value $0.83$ of the known closed form for this lattice (coverage about $0.09$ to $0.91$), against $0.92$ in mean field.

Two limits matter before the result is applied to a real grain boundary. First, the threshold (\ref{thr}) assumes equivalent sites. If $\Delta E$ varies from site to site, the jump shrinks: in mean field, a Gaussian spread with standard deviation $0.10$ eV reduces it from $0.92$ to $0.49$ in this example, and a spread of about $0.11$ eV removes it. Second, assumption (i) needs large grains at such low $x$. For cubic grains of size $D$ and a layer thickness $h=0.2$ nm, $N/M\simeq3h/D$, so $Mx^*\gg N$ requires $D\gg2.5\ \mu$m. In finer grains the boundaries deplete the bulk, and the change of coverage is spread over a range of total solute content.

The numerical check also compares (\ref{lm}) with a canonical sum at fixed total solute, and the mean-field jump with a sum over 4000 sites in which every pair attracts equally.

\section*{Numbers as computed}
\begin{verbatim}
Temperature T = 600 K
Thermal energy kT = 0.05170 eV
Isolated-solute segregation energy dE = -0.25 eV
Effective pair attraction v = 0.06 eV
Neighbours: layer z = 6, bulk z_bulk = 12
Layer attraction W = 0.36 eV
Ratio W/kT = 6.963
Mean-field threshold W = 4kT = 0.2068 eV
Same threshold = 19.95 kJ/mol
Mean-field threshold for v = 0.0345 eV
Jump composition, ideal bulk = 2.4437e-04 (fraction)
Jump composition, regular bulk = 2.4521e-04 (fraction)
Coverage just below jump = 0.0387
Coverage just above jump = 0.9613
Size of coverage jump = 0.9225
Low branch ends: coverage 0.1738, x = 4.981e-04
High branch ends: coverage 0.8262, x = 1.199e-04
Bulk attraction W_bulk = 0.72 eV
Bulk solubility limit = 9.5832e-04 (fraction)
dE must lie below -0.18 eV for jump before precipitation
Ideal bulk: x/x_jump, x, coverage without and with attraction
  0.10  2.444e-05  0.0031  0.0031
  0.50  1.222e-04  0.0151  0.0170
  0.99  2.419e-04  0.0296  0.0382
  1.01  2.468e-04  0.0301  0.9618
  2.00  4.887e-04  0.0580  0.9830
Example ratio v/kT = 1.1605
Triangular threshold v/kT, mean field = 0.6667
Triangular threshold v/kT, strips 5 and 6 = 1.0984
Triangular threshold v/kT, ln 3 = 1.0986
Jump vanishes above, mean field: 1044 K
Jump vanishes above, correlated layer: 634 K
\end{verbatim}
